How fast a neighbour's potential converges in a muffin-tin sphere

**Problem**

In a muffin-tin partition, space is divided into non-overlapping spheres around the nuclei and an interstitial region between them. Inside each sphere the potential is expanded in angular momentum l about the sphere's centre, and the expansion is cut off at some highest value L. Consider a sphere of radius R centred at the origin, and one neighbouring point charge q at distance d > R.

(a) Find the l component of the neighbour's electrostatic potential inside the sphere.

(b) The neighbour sits at the centre of an equal sphere that touches the first one. How does the largest error on the sphere boundary depend on L, and where does it occur?

(c) How does the root-mean-square error over the boundary depend on L?

(d) For q = 1 e and d = 5 bohr, which L brings the largest boundary error below 1 millihartree/e?

(e) What changes if the neighbour is an extended charge or a dipole, if there are several neighbours, or if the spheres are unequal?

Hartree atomic units are used. The potential φ is that felt by a positive unit charge; the potential energy of an electron is −φ. The error is the exact φ minus the sum of its components with l ≤ L. It concerns the neighbour's potential alone, not the potential of the charge inside the sphere itself, the cutoff of the wavefunctions or the total energy.

**Solution**

**(a) The l component**

Let γ be the angle between the position r and the direction of the neighbour, and write x = cos γ and t = r/d. By the law of cosines, the squared distance to the charge is r² + d² − 2rdx. Taking d² out of the square root gives

φ = (q/d) (1 − 2tx + t²)^(−1/2).

Since 2 cos γ = e^(iγ) + e^(−iγ), the bracket factorizes:

1 − 2tx + t² = (1 − t e^(iγ)) (1 − t e^(−iγ)).

For |z| < 1 the binomial series is

(1 − z)^(−1/2) = Σ_k c_k z^k, with c_0 = 1 and c_k = (1/2)(3/2)…(k − 1/2)/k!.

All c_k are positive. For t < 1 both series converge absolutely, so they may be multiplied and sorted by powers of t:

φ = (q/d) Σ_l t^l P_l(x),

P_l(cos γ) = Σ_{k=0..l} c_k c_(l−k) cos((2k − l)γ).

The cosine appears because the terms k and l − k carry complex conjugate exponentials with equal weights. This defines the Legendre polynomials P_l.

It remains to show that the term in t^l has angular momentum l. Inside the sphere there is no charge of the neighbour, so ∇²φ = 0. Write the Laplacian as

∇² = (1/r²) ∂_r (r² ∂_r) − Λ/r²,

where Λ is the squared angular momentum operator in units of ħ². The radial part acting on r^l gives l(l+1) r^(l−2). Hence

0 = ∇²φ = Σ_l (q/d^(l+1)) r^(l−2) [l(l+1) P_l − Λ P_l].

Differentiating term by term is allowed, because derivatives bring in only powers of l, which the geometric factor t^l suppresses. The sum vanishes for every r < d, so each power of r must vanish separately:

Λ P_l = l(l+1) P_l.

The l component is therefore

φ_l(r,γ) = q r^l/d^(l+1) P_l(cos γ).

The factor r^l is the radial form of a regular solution of Laplace's equation. The factor 1/d^(l+1) supplies the rest of the dimension of a potential. On the axis towards the neighbour, the sum becomes (q/d) Σ_l t^l = q/(d − r), as it should.

**(b) The largest boundary error**

At γ = 0 the generating function is 1/(1 − t) = Σ_l t^l, so P_l(1) = 1. Every weight c_k c_(l−k) is positive and every cosine lies between −1 and 1. It follows that

|P_l(x)| ≤ P_l(1) = 1.

The omitted terms at radius r add up to (q/d) Σ_{l>L} t^l P_l(x). Their magnitude is largest at x = 1, where all of them have the same sign. The geometric sum is

Σ_{l>L} t^l = t^(L+1)/(1 − t).

This grows with t, so the boundary r = R is the worst place in the sphere. With s = R/d,

E_max(L) = (|q|/d) s^(L+1)/(1 − s).

Equal touching spheres have d = 2R, so s = 1/2. Then s^(L+1)/(1 − s) = 2^(−L−1) · 2 = 2^(−L), and

E_max(L) = (|q|/d) 2^(−L).

The error occurs at the contact point. Each further l halves it. The geometry explains the factor: the contact point lies halfway to the charge, and each additional power of r/d contributes 1/2.

At the contact point the full potential is q/R = 2q/d, so the error relative to it is 2^(−L−1). Also, E_max(L) equals the magnitude of the last retained boundary coefficient, (|q|/d) 2^(−L). For a single point charge this equality holds only at s = 1/2. For general s the last retained boundary coefficient of P_L is (|q|/d) s^L, and E_max(L) is s/(1 − s) times it, a ratio that equals 1 only at s = 1/2.

**(c) The root-mean-square error**

The average of the squared error needs the integrals of products of Legendre polynomials. For functions of x alone, the eigenvalue equation reads

−d/dx [(1 − x²) dP_l/dx] = l(l+1) P_l.

Multiply it by P_m, subtract the same equation with l and m exchanged, and integrate from −1 to 1. After integration by parts, the boundary terms vanish because of the factor 1 − x², and the remaining derivative terms cancel. This leaves

[l(l+1) − m(m+1)] ∫ P_l P_m dx = 0,

so the integral is zero for l ≠ m. The normalization follows from the square of the generating function. With the cross terms gone,

Σ_l t^(2l) ∫ P_l² dx = ∫ dx/(1 − 2tx + t²)
= (1/t) ln[(1 + t)/(1 − t)]
= Σ_l 2 t^(2l)/(2l + 1).

Comparing powers of t gives

∫ P_l² dx = 2/(2l + 1).

For an axially symmetric function, the average over the sphere is half the integral over x. At s = 1/2 the mean squared error is therefore

E_rms² = (q/d)² Σ_{l>L} 4^(−l)/(2l + 1).

The first term, l = L + 1, gives a lower bound, because all terms are positive. Define

A = (|q|/d) 2^(−L−1)/√(2L + 3).

For an upper bound, replace 1/(2l + 1) by its largest value in the sum, 1/(2L + 3). The remaining geometric sum is 4^(−L−1) · 4/3. Thus

A < E_rms < (2/√3) A.

At large L the upper bound is approached. To see this, put l = L + 1 + k and write

E_rms²/A² = Σ_{k≥0} 4^(−k) (2L + 3)/(2L + 3 + 2k).

The fraction tends to 1 for each fixed k, while the factor 4^(−k) suppresses large k, so the sum tends to 4/3. Hence

E_rms ≈ (|q|/d) 2^(−L)/√(3(2L + 3)) for large L.

The law 2^(−L) is thus exact for the largest error, but for the rms error it is accompanied by the slowly varying factor 1/√(3(2L + 3)), which is proportional to 1/√L at large L. The additional factor has two sources. The part 1/√(2L + 3) arises because P_l keeps the value 1 at the contact point while its mean square over the sphere falls as 1/(2l + 1). The part 1/√3 arises because the omitted terms add linearly at the contact point but, being orthogonal, add as squares in the mean: √(Σ_{k≥1} 4^(−k)) / Σ_{k≥1} 2^(−k) = 1/√3. For general s this number is √((1 − s)/(1 + s)).

The same distinction appears in the choice of angular functions. With the neighbour on the z axis, the normalized harmonic is Y_l0 = √((2l + 1)/(4π)) P_l. The coefficient of Y_l0 is therefore

φ_l0(r) = q √(4π/(2l + 1)) r^l/d^(l+1).

The power law in r and d is unchanged, but these coefficients fall slightly faster with l than those of P_l.

**(d) The required cutoff**

For q = 1 e and d = 5 bohr, the spheres have R = 2.5 bohr and q/d = 0.2 hartree/e. The condition is

0.2 · 2^(−L) < 0.001, or 2^L > 200.

Since 2^7 = 128 and 2^8 = 256, the smallest cutoff is L = 8. The largest error is then

0.2/256 hartree/e = 0.781 millihartree/e = 21.3 mV.

The full potential at contact is 0.4 hartree/e, so the relative error there is 0.00195, or about 0.2 per cent.

The table lists boundary errors in millihartree/e for d = 5 bohr and R = 2.5 bohr. The last two columns belong to cases treated in part (e): equal charges of 1 e on opposite sides of the sphere, and a dipole of 1 e bohr pointing towards the sphere. Both columns give the largest error.

| L | one charge, max | one charge, rms | opposite pair | dipole |
|---|---|---|---|---|
| 0 | 200.000 | 62.805 | 133.333 | 120.000 |
| 2 | 50.000 | 10.543 | 33.333 | 50.000 |
| 4 | 12.500 | 2.124 | 8.333 | 17.500 |
| 8 | 0.781 | 0.102 | 0.521 | 1.719 |
| 9 | 0.391 | 0.049 | 0.521 | 0.938 |
| 12 | 0.049 | 0.005 | 0.033 | 0.146 |

At L = 8, the rms error is about one eighth of the largest error. Going from L = 8 to L = 9 multiplies the rms error by 0.476, slightly less than 1/2. The large-L formula gives the ratio (1/2)√(19/21), which is also 0.476 to three digits. The numerical check obtains the components by quadrature of the Coulomb potential and the errors by subtracting the truncated sums from it.

**(e) Other neighbours and other spheres**

**An extended spherical charge.** Suppose that the neighbour's charge density is spherical and confined to its own sphere. By Gauss's law and symmetry, the field outside that sphere is q/D² at distance D from its centre, where q is the net charge. With φ zero at infinity, the potential is q/D, the same as for a point charge. The touching central sphere lies entirely outside the neighbour, so the estimate applies without change. If the neighbour is neutral as well as spherical, q = 0 and its potential in the central sphere vanishes. The charge in the estimate is therefore the net charge of the neighbouring sphere, not its nuclear charge.

**A dipole.** Let the neighbour have a dipole moment p > 0 pointing towards the central sphere. Represent it by a charge −g at distance d and a charge +g at distance d − δ, with gδ = p and δ → 0. The coefficient of P_l is

g r^l [(d − δ)^(−l−1) − d^(−l−1)] → p (l + 1) r^l/d^(l+2).

All coefficients are positive, so the largest error is again at the contact point. For equal touching spheres, put l = L + k:

E_dip(L) = (p/d²) Σ_{l>L} (l + 1) 2^(−l)
= (p/d²) 2^(−L) Σ_{k≥1} (L + 1 + k) 2^(−k)
= (p/d²) (L + 3) 2^(−L).

The last line uses Σ_{k≥1} 2^(−k) = 1 and Σ_{k≥1} k 2^(−k) = 2. For this point dipole at the neighbour's centre, the exponential factor is the same as for a charge, but it is multiplied by a polynomial in L. For the dipole in the table, L = 8 leaves 1.72 millihartree/e and does not meet the tolerance of part (d), whereas L = 9 leaves 0.94 millihartree/e and does. Finite size alone does not change this result: a density of pure l = 1 form about the neighbour's centre, confined to its sphere, has the potential of a point dipole outside that sphere and leaves the same errors. For two point charges at a finite separation, however, the formula of part (b) applies to each charge at its own distance, and the nearer charge sets the base at large L. Charges of +0.5 e at 4 bohr and −0.5 e at 6 bohr also have p = 1 e bohr and lie inside the neighbour's sphere. Their base is 2.5/4 = 0.625, L = 9 leaves 3.0 millihartree/e, and the tolerance is first met at L = 12.

**An opposite pair.** Place equal charges q at distance d on opposite sides of the sphere. The generating function is unchanged when t and x both change sign, so P_l(−x) = (−1)^l P_l(x). The odd components of the two charges cancel and the even ones double. For even L, the first omitted component is l = L + 2, and the contact error is

E_pair(L) = 2(|q|/d) [2^(−L−2) + 2^(−L−4) + …]
= 2(|q|/d) 2^(−L−2)/(1 − 1/4)
= (2/3)(|q|/d) 2^(−L).

Adding the next odd l changes nothing, which is why the pair has the same error at L = 8 and L = 9. The error falls in steps by a factor of 4 for every two units of L. This is the same average rate as a factor of 2 per unit.

**Many neighbours.** Potentials add, so the error of N equal charges at distance d = 2R is at most N(|q|/d) 2^(−L). For an extended lattice, let the other charges lie at distances d_j ≥ 2R. The general formula of part (b) bounds the error from each by

|q_j| R^(L+1)/[d_j^(L+1) (d_j − R)].

At large distance this falls as d_j^(−L−2), while the number of charges in a shell of fixed thickness grows as d_j². With bounded charges, the sum of the bounds converges for L ≥ 2. Since R/d_j ≤ 1/2,

(R/d_j)^(L+1) ≤ 2^(−(L−2)) (R/d_j)³.

For L ≥ 2 the total error from these charges is thus bounded by a constant times 2^(−L). Charge closer than 2R to the centre is not covered by this bound. This includes interstitial charge near the sphere, since the interstitial region reaches the sphere boundary, and the part of a non-spherical density on the near side of a touching neighbour's sphere. For a point charge at such a distance the base R/d_j exceeds 1/2. Distributed charge can behave otherwise. A unit charge spread uniformly over the near half of the neighbour's sphere keeps the base 1/2 but leaves 1.56 millihartree/e at L = 8, twice the point-charge value. Charge that touches the boundary may give no geometric convergence at all: a unit charge spread uniformly between r = R and 1.3 R and between 30° and 60° from the axis leaves 6.3, 0.30 and 0.02 millihartree/e at L = 8, 32 and 128, a fall roughly as L^(−2). The constant in the bound depends on the lattice and its charges, and symmetry can remove particular values of l, as in the opposite pair.

**Unequal spheres.** The base 1/2 comes from R = d/2. In general it is replaced by R/d, and the error is the E_max of part (b) before s was set to 1/2. For q = 1 e, d = 5 bohr and L = 8, the largest errors are:

- R/d = 0.4: 0.087 millihartree/e
- R/d = 0.5: 0.781 millihartree/e
- R/d = 0.6: 5.039 millihartree/e

The first and last cases are the two members of one touching pair with radii 2 and 3 bohr, each seeing a unit charge at the other's centre. At the same L, the error in the larger sphere is about 58 times that in the smaller one. When the two charges have equal magnitude, a common cutoff for both spheres must therefore be chosen for the larger one; with unequal charges, E_max must be compared for both spheres, since it is proportional to the charge each one sees.

If equal spheres are made smaller so that they no longer touch, R/d drops below 1/2 and convergence is faster. In the opposite limit, R → d, the boundary approaches the point charge. The factor 1/(1 − s) then diverges while s^(L+1) tends to 1, so no fixed L keeps the largest error bounded. The estimate requires the source to lie outside the sphere in which the potential is expanded.

Numbers as computed

```
charge q = 1.0 e, distance d = 5.0 bohr, radius R = 2.5 bohr
dipole p = 1.0 e bohr
q/d = 0.2000 hartree/e
full potential at contact = 0.4000 hartree/e
l, coefficient of P_l on the boundary (hartree/e):
   0  0.20000000
   1  0.10000000
   2  0.05000000
   3  0.02500000
   4  0.01250000
   5  0.00625000
   6  0.00312500
   7  0.00156250
   8  0.00078125
L, max error, rms error, opposite-pair max error (millihartree/e),
   dipole max error (millihartree/e):
   0   200.00000    62.80519   133.33333   120.00000
   1   100.00000    24.72161   133.33333    80.00000
   2    50.00000    10.54316    33.33333    50.00000
   3    25.00000     4.67680    33.33333    30.00000
   4    12.50000     2.12400     8.33333    17.50000
   6     3.12500     0.45722     2.08333     5.62500
   8     0.78125     0.10191     0.52083     1.71875
   9     0.39062     0.04853     0.52083     0.93750
  10     0.19531     0.02321     0.13021     0.50781
  12     0.04883     0.00537     0.03255     0.14648
rms error ratio E(3)/E(2) = 0.4436
rms error ratio E(9)/E(8) = 0.4762
rms error ratio E(13)/E(12) = 0.4828
tolerance = 1.0 millihartree/e, smallest L = 8
max error at that L = 0.78125 millihartree/e = 21.26 mV
relative error at contact for that L = 0.001953
R/d = 0.4: max error at L = 8 is 0.08738 millihartree/e
R/d = 0.5: max error at L = 8 is 0.78125 millihartree/e
R/d = 0.6: max error at L = 8 is 5.03885 millihartree/e
extended charge at 3.0 bohr: 0.33333333, point charge: 0.33333333 hartree/e
extended charge at 5.0 bohr: 0.20000000, point charge: 0.20000000 hartree/e
```
